# The photon mass in massless two-dimensional QED and its one-loop exactness

## 1. What symmetry and dimensions fix

Take one massless Dirac fermion on an infinite line, coupled to a photon field, at zero temperature and with no external field or net background flux. Atomic units are used, with $\hbar=1$ and $x^0=ct$. After rotation to imaginary time the two coordinates are $x_1=x$ and $x_2=c\tau$, the weight is $e^{-S}$, and

$$S=\int d^2x\left[\tfrac14F_{\mu\nu}F_{\mu\nu}+\bar\psi\gamma_\mu(\partial_\mu+ieA_\mu)\psi\right],\qquad \{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}.$$

Since $S$ is a pure number, $F^2$ has dimension length$^{-2}$. Hence $A_\mu$ is dimensionless and $e$ is an inverse length. Here $e$ is a free parameter of the model, not the elementary charge.

Integrating out the fermion gives an effective action $\Gamma[A]$ for the photon. Its quadratic part defines the polarization tensor:

$$\Gamma_2=\frac12\int\frac{d^2k}{(2\pi)^2}A_\mu(-k)\,\Pi_{\mu\nu}(k)\,A_\nu(k).$$

One fermion loop with two photon legs is proportional to $e^2$, which already carries the full dimension of $\Pi_{\mu\nu}$. What multiplies it is dimensionless, and a massless fermion supplies no scale to compare with $k$. Rotation and reflection symmetry then leave $\alpha\,\delta_{\mu\nu}+\beta\,k_\mu k_\nu/k^2$ with pure numbers $\alpha,\beta$. Gauge invariance, $k_\mu\Pi_{\mu\nu}=0$, requires $\beta=-\alpha$. So

$$\Pi_{\mu\nu}=Ce^2\left(\delta_{\mu\nu}-\frac{k_\mu k_\nu}{k^2}\right)=(k^2\delta_{\mu\nu}-k_\mu k_\nu)\,\Pi(k^2),\qquad \Pi(k^2)=\frac{Ce^2}{k^2}.$$

If $C\neq0$, $\Pi(k^2)$ has a pole at $k^2=0$. Two questions remain. One is the value of $C$. The other is whether internal photon lines change the result: they bring further powers of $e^2/k^2$, which dimensions alone allow.

## 2. Simplest case: a static wave

A static potential energy $cV(x)$ with $V=V_0\cos qx$ fixes $C$ by counting states. Right movers have energy $ck$, left movers $-ck$, and the negative levels are filled.

The potential changes $k$ by $\pm q$ with matrix element $cV_0/2$. For right movers only the step $+q$ can lift a particle out of the sea, and only from $-q<k<0$. That is $q/2\pi$ states per unit length, each with excitation energy $cq$. Second-order perturbation theory gives the energy per length

$$-\frac{q}{2\pi}\,\frac{(cV_0/2)^2}{cq}=-\frac{cV_0^2}{8\pi}.$$

Left movers contribute the same, so the total is $-cV_0^2/4\pi$. The wave number has dropped out, as the dimensional argument requires.

To compare with $\Gamma_2$, note that $V$ enters as $\partial_2+V$, so $ieA_2=V$ and $e^2A_2^2=-V^2$. For $k$ along $x_1$, $\Pi_{22}=Ce^2$. The action per unit area is the energy per length divided by $c$:

$$\tfrac12Ce^2\langle A_2^2\rangle=-\tfrac12C\langle V^2\rangle=-\tfrac14CV_0^2 .$$

Equating this to $-V_0^2/4\pi$ gives $C=1/\pi$.

## 3. The full tensor from the loop

The static argument assumed gauge invariance. The loop integral shows what that assumption does. The Gaussian fermion integral is a determinant, and relative to $A=0$

$$\Gamma[A]=-\mathrm{Tr}\ln(1+ieS_FA\!\!\!/)=\sum_{n\ge1}\frac{(-1)^n}{n}(ie)^n\,\mathrm{Tr}(S_FA\!\!\!/)^n,\qquad S_F=\frac1{\partial\!\!\!/}.$$

The $n=1$ term vanishes because its integrand is odd in momentum. For $n=2$ the coefficient is $-e^2/2$. In momentum space $S_F(p)=1/(ip\!\!\!/)=-ip\!\!\!/\,/p^2$, and the two factors $-i$ supply another minus sign. With $q=p+k$,

$$\Pi_{\mu\nu}=e^2\int\frac{d^2p}{(2\pi)^2}\frac{\mathrm{tr}[\gamma_\mu p\!\!\!/\gamma_\nu q\!\!\!/]}{p^2q^2}
=2e^2\int\frac{d^2p}{(2\pi)^2}\frac{p_\mu q_\nu+p_\nu q_\mu-\delta_{\mu\nu}\,p\cdot q}{p^2q^2}.$$

The integrand falls only as $1/p^2$, so the integral converges only through its angular average. To control it, subtract the same loop for a fermion of large mass $M$ (Pauli–Villars regularization). Its propagator is $(-ip\!\!\!/+M)/(p^2+M^2)$. Traces of three $\gamma$ matrices vanish, so the mass adds just $-M^2\delta_{\mu\nu}$ to the numerator. The difference of the two integrands falls as $M^2/p^4$ and converges absolutely.

Both loops follow from one calculation with mass $M$. Combine the denominators with

$$\frac1{ab}=\int_0^1\frac{dx}{[(1-x)a+xb]^2},\qquad (1-x)(p^2+M^2)+x(q^2+M^2)=l^2+\Delta,$$

where $l=p+xk$ and $\Delta=M^2+x(1-x)k^2$. Insert $p=l-xk$ and $q=l+(1-x)k$ and drop terms odd in $l$. The numerator becomes

$$2l_\mu l_\nu-\delta_{\mu\nu}l^2-x(1-x)(2k_\mu k_\nu-\delta_{\mu\nu}k^2)-M^2\delta_{\mu\nu}.$$

In two dimensions the angular average of $2l_\mu l_\nu$ is $\delta_{\mu\nu}l^2$, so the first two terms cancel. Shifting $p$ to $l$ is harmless even in a single loop. It changes the region by a strip of area of order $R$ at a large radius $R$, where the integrand is of order $1/R^2$. With $\int d^2l\,(2\pi)^{-2}(l^2+\Delta)^{-2}=1/(4\pi\Delta)$,

$$\Pi^{(M)}_{\mu\nu}=\frac{e^2}{2\pi}\int_0^1dx\,\frac{x(1-x)(k^2\delta_{\mu\nu}-2k_\mu k_\nu)-M^2\delta_{\mu\nu}}{\Delta}.$$

**Massless loop alone.** At $M=0$, $\Delta=x(1-x)k^2$ and

$$\Pi^{(0)}_{\mu\nu}=\frac{e^2}{2\pi}\left(\delta_{\mu\nu}-\frac{2k_\mu k_\nu}{k^2}\right).$$

Contracting with $k_\mu$ gives $-(e^2/2\pi)k_\nu$, not zero: symmetric integration by itself violates charge conservation. Direct quadrature at $k=(1,0)$, $e=1$ gives $\Pi_{11}=-0.15915$ and $\Pi_{22}=0.15915$, which are $\mp1/2\pi$.

**Regulator loop.** Write $M^2=\Delta-x(1-x)k^2$ in the numerator:

$$\Pi^{(M)}_{\mu\nu}=\frac{e^2}{\pi}(k^2\delta_{\mu\nu}-k_\mu k_\nu)\int_0^1\frac{x(1-x)\,dx}{M^2+x(1-x)k^2}-\frac{e^2}{2\pi}\delta_{\mu\nu}.$$

The last term survives however heavy the regulator is.

**Difference.** Subtracting,

$$\Pi_{\mu\nu}=(k^2\delta_{\mu\nu}-k_\mu k_\nu)\,\frac{e^2}{\pi}\left[\frac1{k^2}-\int_0^1\frac{x(1-x)\,dx}{M^2+x(1-x)k^2}\right].$$

This is transverse at every $M$. The second term in the bracket is at most $1/6M^2$, since $\int_0^1x(1-x)dx=1/6$. As $M\to\infty$,

$$\boxed{\;\Pi_{\mu\nu}=\frac{e^2}{\pi}\left(\delta_{\mu\nu}-\frac{k_\mu k_\nu}{k^2}\right),\qquad \Pi(k^2)=\frac{e^2}{\pi k^2}\;}$$

in agreement with the state counting. With the symmetric integration used here, half of the coefficient of $\delta_{\mu\nu}$ comes from the massless loop and half from the regulator. Another order of integration can change this split but not the total, because the difference of the integrands converges absolutely. At $M=50$ the quadrature gives $\Pi_{22}=0.31829$, against the limit $1/\pi=0.31831$.

**Limit of a massive fermion.** Give the physical fermion a mass $m$, as an inverse length. The regulator's contact term now cancels the one in the physical loop, and for $M\to\infty$

$$\Pi(k^2)=\frac{e^2}{\pi}\int_0^1\frac{x(1-x)\,dx}{m^2+x(1-x)k^2},\qquad \Pi(0)=\frac{e^2}{6\pi m^2}.$$

There is no pole at $k^2=0$ for any $m>0$. It appears when $m\to0$ at fixed $k$: pairs can then be made at arbitrarily small energy.

## 4. From the pole to a mass

Adding the Maxwell term, the quadratic photon action has the kernel $(k^2\delta_{\mu\nu}-k_\mu k_\nu)[1+\Pi(k^2)]$. On the component of $A$ transverse to $k$ its inverse is

$$D_T(k)=\frac1{k^2[1+\Pi(k^2)]}=\frac1{k^2+\mu^2},\qquad \mu^2=\frac{e^2}{\pi}.$$

The pole in $\Pi$ cancels the factor $k^2$ that would have kept the photon massless. In real time $k_2^2=-\omega^2/c^2$, so $k^2=-\mu^2$ means

$$\omega^2=c^2(k_1^2+\mu^2).$$

The rest energy is $c\mu$. The mass squared is $e^2/\pi$ when the mass is expressed as an inverse length. Gauge invariance is intact, because the whole kernel is still transverse.

The field strength $F_{12}$ shows what has become massive. It is the real electric field times $\pm i$, so correlations of the electric field at separate points have the opposite sign to those of $F_{12}$. Since $|F_{12}|^2=k^2|A_T|^2$, the correlation function of $F_{12}$ is

$$k^2D_T=1-\frac{\mu^2}{k^2+\mu^2}.$$

For $e=0$ it is the constant 1, a contact term with no propagating particle: one space dimension has no room for a transverse wave. With the fermions present there is a particle, an oscillation of the electric field together with the charge that produces it.

## 5. More than two legs

The term with $n$ legs in $\Gamma$ contains $\mathrm{Tr}(S_FA\!\!\!/)^n$. In position space $\nabla^2(\ln r/2\pi)=\delta^2(x)$ and $\partial\!\!\!/\partial\!\!\!/=\nabla^2$, so

$$S_F(x)=\partial\!\!\!/\,\frac{\ln r}{2\pi}=\frac{x\!\!\!/}{2\pi r^2}.$$

Choose $\gamma_1=\sigma_1$, $\gamma_2=\sigma_2$ (Pauli matrices) and define $z=x_1+ix_2$, $a=A_1+iA_2$. Then

$$A\!\!\!/=\begin{pmatrix}0&\bar a\\a&0\end{pmatrix},\quad S_F=\frac1{2\pi}\begin{pmatrix}0&1/z\\1/\bar z&0\end{pmatrix},\quad S_FA\!\!\!/=\frac1{2\pi}\begin{pmatrix}a/z&0\\0&\bar a/\bar z\end{pmatrix}.$$

The two chiralities separate. With $z_{ij}=z_i-z_j$, the first contributes

$$\frac1{(2\pi)^n}\int\prod_id^2x_i\;a(x_1)\cdots a(x_n)\,\frac1{z_{12}z_{23}\cdots z_{n1}},$$

and the second is its complex conjugate for real $A$. The product of fields is symmetric under exchange of points, so only the sum $C_n$ of the last factor over all cyclic orderings matters.

**Three legs.** The two orderings are reversals of each other. Reversal changes the sign of all three factors, so $C_3=0$.

**Four legs.** Reversed orderings are now equal, leaving three different ones. Over the common denominator $P=z_{12}z_{13}z_{14}z_{23}z_{24}z_{34}$,

$$\frac1{z_{12}z_{23}z_{34}z_{41}}=-\frac{z_{13}z_{24}}P,\quad
\frac1{z_{12}z_{24}z_{43}z_{31}}=\frac{z_{14}z_{23}}P,\quad
\frac1{z_{13}z_{32}z_{24}z_{41}}=\frac{z_{12}z_{34}}P.$$

Multiplying out shows $z_{12}z_{34}+z_{14}z_{23}-z_{13}z_{24}=0$, so $C_4=0$. No single ordering vanishes; the sum does.

**Any $n\ge3$.** Regard $C_n$ as a function of $z_1$, with the other points distinct and fixed. In each ordering $z_1$ has two different neighbours, so all poles are simple. A pole at $z_1=z_j$ arises when 1 and $j$ are adjacent. Such orderings come in pairs, $(\ldots,a,1,j,b,\ldots)$ and $(\ldots,a,j,1,b,\ldots)$, where $a$ and $b$ now label points. Near the pole their differing factors are

$$\frac1{z_{a1}z_{1j}z_{jb}}\to\frac1{z_{1j}}\frac1{z_{aj}z_{jb}},\qquad
\frac1{z_{aj}z_{j1}z_{1b}}\to-\frac1{z_{1j}}\frac1{z_{aj}z_{jb}}.$$

The residues cancel. $C_n$ is therefore analytic in the whole $z_1$ plane, and it falls as $1/z_1^2$ at infinity. By Liouville's theorem it is zero.

**No hidden contact terms.** In Section 3 a contact term supplied half the answer, so vanishing at separate points is not yet enough. Let $m$ points approach each other within a distance $R$. Their relative positions have measure $R^{2m-3}dR$. If $m<n$, at most $m-1$ propagators join them, and the integrand is at worst $R^{m-2}dR$, which is integrable for $m\ge2$. If all $n$ points merge, there are $n$ propagators and the integrand is $R^{n-3}dR$, integrable for $n\ge3$. Each ordering is thus an ordinary integrable function for smooth fields of finite extent, and the integral of the vanishing sum is zero. The regulator loops are local at large $M$ and by dimension fall at least as fast as $M^{2-n}$, so they vanish too. Two legs are the exception: there the integrand is $dR/R$, and gauge invariance has to fix the contact term.

Sums of the complete Dirac traces at random points confirm the cancellation for $n=3$ to 7: the sum relative to the sum of magnitudes is at most about $10^{-16}$. For $n=4$ and a massive propagator the ratio at one random configuration is 0.87, so the four-leg cancellation needs a massless fermion. Loops with odd $n$ vanish at any mass: since $\sigma_2\gamma_\mu^T\sigma_2=-\gamma_\mu$, reversing an ordering multiplies its trace by $(-1)^n$.

## 6. From vanishing loops to strong fields

So far each term of a power series beyond the second vanishes. To exclude something the series misses, let $K=\chi S_FA\!\!\!/$, where $\chi$ equals 1 on the support of $A$ and 0 elsewhere; this leaves the traces unchanged. Consider

$$D(e)=\det\left[(1+ieK)\,e^{-ieK+(ieK)^2/2}\right],$$

from which the terms with one and two legs have been removed. In a finite area the $j$th momentum grows as $\sqrt j$, so the singular values of $K$, which contains one inverse derivative, fall as $j^{-1/2}$. The sum of their cubes converges, and it bounds $\sum_j|\lambda_j|^3$ over the eigenvalues $\lambda_j$ of $K$. Written as a product over eigenvalues, $D(e)=\prod_j(1+ie\lambda_j)\,e^{-ie\lambda_j+(ie\lambda_j)^2/2}$. Each factor is entire in $e$ and differs from 1 by a term of order $|e\lambda_j|^3$, so the product converges uniformly for bounded $e$ and $D(e)$ is an entire function of $e$. Near $e=0$, $\ln D$ is the series of loops with $n\ge3$, all zero. So $D=1$ there, and hence for every $e$. With the two-leg term defined gauge-invariantly,

$$\Gamma[A]=\frac12\int\frac{d^2k}{(2\pi)^2}A_\mu(-k)\,\Pi_{\mu\nu}(k)\,A_\nu(k)$$

is exact, for weak and strong fields alike.

The static wave of Section 2 tests this without any expansion in $V_0$. On a lattice ring of length $L$ with one wave, $q=2\pi/L$, the energy shift should be $-cV_0^2L/4\pi$ at any $V_0$. Diagonalization with 400 sites gives 1.00002 times this value at $V_0L=5$ and 1.00064 at $V_0L=40$. With 200 sites the latter is 1.00257. The excess falls fourfold when the spacing is halved, so it is a lattice error of second order in the spacing.

For $mL=20$ the corresponding ratios are 0.0161 and 0.403 (0.4030 with 400 sites; the limit of zero spacing is about 0.0004 lower), so the response is strongly nonlinear. The weak-field value agrees with Section 3, where small $k$ gives $k^2\Pi(0)\,\pi/e^2=k^2/6m^2=(2\pi)^2/(6\cdot20^2)\approx0.016$.

## 7. Including the quantum photon

The photon field must still be integrated over. With a source $J$,

$$Z[J]=\int\mathcal DA\,\exp\left\{-\tfrac12\int A_\mu\left[(k^2\delta_{\mu\nu}-k_\mu k_\nu)+\Pi_{\mu\nu}\right]A_\nu+\int J_\mu A_\mu\right\},$$

with gauge fixing understood and the integrals taken over momentum. The exponent is quadratic, because $\Gamma$ has no further terms. The full photon propagator is the inverse of the bracket, $D_T=1/(k^2+e^2/\pi)$, and the full self-energy is the one-loop $\Pi_{\mu\nu}$. This is the one-loop exactness.

In diagrams, the first candidate correction is a fermion loop with four legs, two of them joined by a photon line. Different orderings of the legs give the self-energy insertions and the vertex correction. They cancel in the sum, before the integral over the internal photon. At higher orders an internal photon line carries loop insertions, and expanding $1/(k^2+\mu^2)=1/k^2-\mu^2/k^4+\cdots$ in powers of $e^2$ gives terms ever more singular at small momentum. Integrating out the fermions first avoids this expansion: the photon integral then already contains $\mu$.

The proof used localized fields without net flux. It fails for a massive fermion, whose four-leg loop survives. A regulator that breaks gauge invariance can change the two-leg contact term even when the action stays quadratic as the cutoff is removed; $\Pi_{\mu\nu}$ is then no longer transverse.

A test with both fields quantized is the spectrum of a finite open line of length $L$. For a neutral system the electric field vanishes at both ends, so the lowest mode is $\sin(\pi x/L)$ and the gap should be $c\sqrt{\mu^2+\pi^2/L^2}$. At $eL=6$ this is

$$\frac{L\times\text{gap}}c=\sqrt{36/\pi+\pi^2}=4.618.$$

Exact diagonalization of lattice fermions with their electric field energy gives 4.5464, 4.5831 and 4.5974 for 10, 14 and 18 sites. Here $L=(N+1)a$ for $N$ sites of spacing $a$. The quadratic polynomial in $a^2$ through these three values, a form assumed rather than tested, gives 4.619 at zero spacing, or $\mu/e=0.564$, to be compared with $1/\sqrt\pi=0.564$.

## 8. Screening, with numbers

Place external charges $+e$ and $-e$ a distance $r$ apart. Because the action is quadratic, the static potential obeys $(k^2+\mu^2)\phi_k=\rho_k$, and the energy is $\frac c2\int\rho\phi\,dx$. With $|\rho_k|^2=e^2|1-e^{-ikr}|^2=2e^2(1-\cos kr)$,

$$U(r)=ce^2\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{1-\cos kr}{k^2+\mu^2}=\frac{ce^2}{2\mu}\left(1-e^{-\mu r}\right),$$

by the integral $\int\frac{dk}{2\pi}\cos(kr)/(k^2+\mu^2)=e^{-\mu r}/2\mu$. For $\mu r\ll1$ this is the unscreened linear law $ce^2r/2$. For $\mu r\gg1$ it saturates: the vacuum charge has screened both external charges.

Take $e=0.001$ Å$^{-1}$ as a round model value. In eV and Å, $c$ is replaced by $\hbar c=1973.27$ eV Å.

- Photon mass: $\mu=0.001/\sqrt\pi=5.642\times10^{-4}$ Å$^{-1}$, so the screening length is $1/\mu=1772$ Å.
- Rest energy: $1973.27\times5.642\times10^{-4}=1.113$ eV, or 0.0409 hartree.
- Unscreened energy at $r=2000$ Å: $\tfrac12\times1973.27\times10^{-6}\times2000=1.973$ eV.
- Saturation energy: $\hbar ce^2/2\mu=1.749$ eV.
- Screened energy at $r=2000$ Å: $1.749\times(1-e^{-2000/1772})=1.183$ eV.

At this separation, slightly more than one screening length, the energy is 60% of the unscreened value. The numerical check covers the loop integral, the multi-leg cancellation, both lattice models and the screening integral.

## Computed values

```
Loop integral, k = 1, e = 1 (dimensionless)
symmetric, no regulator: Pi_11 = -0.15915, Pi_22 = 0.15915
M =    2: Pi_11 = 0.00000, Pi_22 = 0.30568, formula 0.30568
M =   10: Pi_11 = 0.00000, Pi_22 = 0.31778, formula 0.31778
M =   50: Pi_11 = 0.00000, Pi_22 = 0.31829, formula 0.31829
1/pi = 0.31831
Loops with n legs: |sum of orderings| / sum of |terms|
n = 3, massless: 1.2e-16
n = 4, massless: 6.4e-17
n = 5, massless: 1.0e-17
n = 6, massless: 5.6e-17
n = 7, massless: 6.8e-18
n = 4, fermion mass 1: 8.7e-01
Energy shift / Gaussian prediction, 400-site ring
m = 0:    V0 L = 5: 1.00002, V0 L = 40: 1.00064
m L = 20: V0 L = 5: 0.0161, V0 L = 40: 0.4030
m = 0, V0 L = 40, 200 sites: 1.00257
Interacting lattice model, e L = 6: gap times L
10 sites: 4.5464
14 sites: 4.5831
18 sites: 4.5974
a -> 0: 4.6188, predicted 4.6183
mu/e: lattice 0.5643, 1/sqrt(pi) = 0.5642
Worked example
coupling e = 0.0010 1/angstrom
hbar c = 1973.270 eV angstrom
photon mass mu = 5.6419e-04 1/angstrom
screening length 1/mu = 1772.5 angstrom
rest energy = 1.1133 eV = 0.04091 hartree
bare string tension = 9.8663e-04 eV/angstrom
charge separation = 2000 angstrom
bare pair energy = 1.9733 eV
screened pair energy = 1.1829 eV
pair energy at infinite distance = 1.7488 eV
```
